# Why hydrogen photoionisation approaches the Born power law so slowly: a program that tests the result

```python
# Result under test: 1s photoionisation of a one-electron atom of charge Z,
#   sigma = (2^9 pi^2/3)(alpha a0^2/Z^2)(I/w)^4
#           * exp(-4 eta arccot eta)/(1-exp(-2 pi eta)),
# approaches the Born power law
#   sigma_B = (2^8 pi/3)(alpha a0^2/Z^2)(I/w)^(7/2)
# only as exp(-pi eta), eta = Z/k.
# w: photon energy, I = Z^2/2: ionisation energy, k: electron momentum
# (atomic units). Model: non-relativistic, dipole, fixed point nucleus.
# Cross sections are in megabarn (1 Mb = 1e-22 m^2).
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import jv, spherical_jn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
ALPHA = const.fine_structure
UNIT_MB = ALPHA * BOHR**2 / 1e-22
I_H = HARTREE_EV / 2
C2 = 3.5 - math.pi**2 / 6


def momentum(ev, Z=1):
    return math.sqrt(2 * ev / HARTREE_EV - Z**2)


def exact(ev, Z=1):
    eta = Z / momentum(ev, Z)
    x = Z**2 * I_H / ev
    overlap = math.exp(-4 * eta * math.atan(1 / eta))
    return (512 * math.pi**2 / 3 * UNIT_MB / Z**2 * x**4
            * overlap / -math.expm1(-2 * math.pi * eta))


def born(ev, Z=1):
    return 256 * math.pi / 3 * UNIT_MB / Z**2 * (Z**2 * I_H / ev)**3.5


def ratio(ev, Z=1):
    return exact(ev, Z) / born(ev, Z)


def slope(ev, h=1e-3):
    up, down = exact(ev * math.exp(h)), exact(ev * math.exp(-h))
    return math.log(up / down) / (2 * h)


def from_radial(w, radial):
    return 4 * math.pi**2 / 3 * UNIT_MB * w * radial**2


def integrate_wave(ev, Z=1):
    """Integrate the radial equation outwards; return the length and
    velocity cross sections and the density near the nucleus
    relative to that of a free p wave."""
    w, k = ev / HARTREE_EV, momentum(ev, Z)
    r0 = 1e-3 / Z
    a = [k**2, -Z * k**2 / 2]
    for n in range(2, 10):
        a.append((-2 * Z * a[n-1] - k**2 * a[n-2])
                 / ((n + 2) * (n + 1) - 2))
    u0 = sum(c * r0**(n + 2) for n, c in enumerate(a))
    du0 = sum((n + 2) * c * r0**(n + 1) for n, c in enumerate(a))

    def rhs(r, y):
        bound = 2 * Z**1.5 * r * math.exp(-Z * r)
        return [y[1], (2 / r**2 - 2 * Z / r - k**2) * y[0],
                y[0] * bound, y[0] * bound * r]

    r = (300 if k / Z < 1 else 60) / Z
    sol = solve_ivp(rhs, (r0, r), [u0, du0, 0.0, 0.0],
                    method="DOP853", rtol=1e-12, atol=1e-14)
    assert sol.success
    u, du, overlap, dipole = sol.y[:, -1]
    # Outer amplitude from the slowly varying local momentum p(r).
    p = math.sqrt(k**2 + 2 * Z / r - 2 / r**2)
    dp = (-2 * Z / r**2 + 4 / r**3) / (2 * p)
    amp2 = p * u**2 + (du + dp * u / (2 * p))**2 / p
    norm = math.sqrt(2 / math.pi / amp2)
    free = math.sqrt(2 / (math.pi * k)) / 3
    return (from_radial(w, norm * dipole),
            from_radial(w, norm * Z * overlap / w),
            (norm / free)**2)


# Closed formula, equality of forms, density and asymptotic factor.
cases = [(20.0, 1), (100.0, 1), (1000.0, 1), (10000.0, 1), (10000.0, 10)]
waves = {}
worst = 0.0
for ev, Z in cases:
    waves[ev, Z] = length, velocity, density = integrate_wave(ev, Z)
    eta = Z / momentum(ev, Z)
    deviation = max(abs(length / exact(ev, Z) - 1),
                    abs(velocity / exact(ev, Z) - 1))
    worst = max(worst, deviation)
    assert deviation < 2e-5, (ev, Z, deviation)
    expected = ((1 + eta**2) * 2 * math.pi * eta
                / -math.expm1(-2 * math.pi * eta))
    assert abs(density / expected - 1) < 2e-5
    if eta < 0.5:
        log_s = math.log(length / born(ev, Z))
        series = -math.pi * eta + C2 * eta**2
        assert abs(log_s - series) < eta**4 + 2e-5

# Threshold from the energy-normalised zero-energy p wave.
dipole0 = quad(lambda r: math.sqrt(2 * r) * jv(3, math.sqrt(8 * r))
               * 2 * r**2 * math.exp(-r), 0, 60, limit=200,
               epsabs=1e-12)[0]
threshold_numeric = from_radial(0.5, dipole0)
threshold = 512 * math.pi**2 / (3 * math.e**4) * UNIT_MB
assert abs(threshold_numeric / threshold - 1) < 1e-8
s1, s2 = exact(I_H * (1 + 1e-4)), exact(I_H * (1 + 2e-4))
threshold_slope = math.log(s2 / s1) / math.log((1 + 2e-4) / (1 + 1e-4))
assert abs(threshold_slope + 8 / 3) < 1e-3

# Local slope at 1 keV from two independent radial integrations.
h = 0.05
upper = integrate_wave(1000 * math.exp(h))[0]
lower = integrate_wave(1000 * math.exp(-h))[0]
slope_numeric = math.log(upper / lower) / (2 * h)
eta1 = 1 / momentum(1000.0)
slope_series = -3.5 + (math.pi*eta1/2 - C2*eta1**2) * (1 + eta1**2)
assert abs(slope_numeric - slope_series) < 1e-3

# Plane-wave final state in length and velocity forms.
nodes, weights = np.polynomial.legendre.leggauss(20)
edges = np.linspace(0, 45, 501)
half = (edges[1:] - edges[:-1]) / 2
mid = (edges[1:] + edges[:-1]) / 2
grid = (mid[:, None] + half[:, None] * nodes).ravel()
grid_weight = (half[:, None] * weights).ravel()
plane = {}
for ev in (1000.0, 10000.0):
    w, k = ev / HARTREE_EV, momentum(ev)
    free_wave = (math.sqrt(2 / (math.pi * k)) * k * grid
                 * spherical_jn(1, k * grid))
    product = grid_weight * free_wave * 2 * grid * np.exp(-grid)
    pl = from_radial(w, np.sum(product * grid))
    pv = from_radial(w, np.sum(product) / w)
    plane[ev] = pl, pv
    formula = 256 * math.pi / 3 * UNIT_MB * k**3 * (I_H / ev)**5
    assert abs(pv / formula - 1) < 1e-6
    assert abs(pl / pv - 4) < 1e-5

# Oscillator-strength sum rule checks the absolute scale.
nmax = 2000
discrete = sum(math.exp(8*math.log(2) + 5*math.log(n)
               + (2*n-4)*math.log(n-1) - math.log(3)
               - (2*n+4)*math.log(n+1)) for n in range(2, nmax + 1))
discrete += 256 * math.exp(-4) / 3 / (2 * (nmax + 0.5)**2)
# The substitution ev = I_H/x maps the continuum to 0 < x < 1.
integral = quad(lambda x: exact(I_H / x) * I_H / x**2,
                1e-8, 1 - 1e-10, limit=300, epsabs=1e-10)[0]
continuum = integral / HARTREE_EV / (2 * math.pi**2 * UNIT_MB)
assert abs(discrete + continuum - 1) < 1e-6

# Energies at which the formula would reach a given ratio.
e90 = brentq(lambda e: ratio(e) - 0.90, 1e3, 1e8)
e99 = brentq(lambda e: ratio(e) - 0.99, 1e3, 1e8)
p90, p99 = ALPHA * momentum(e90), ALPHA * momentum(e99)
assert p99 > 1 and e99 > e90

print(f"Hydrogen ionisation energy, fixed nucleus: {I_H:.4f} eV")
print(f"Threshold cross section, formula: {threshold:.4f} Mb")
print(f"Threshold cross section, quadrature: {threshold_numeric:.4f} Mb")
print(f"Born law continued to threshold: {born(I_H):.3f} Mb")
print(f"Ratio exact/Born at threshold: {threshold / born(I_H):.4f}")
print(f"Logarithmic slope at threshold: {threshold_slope:.4f}")
for ev in (20.0, 100.0, 1000.0, 10000.0):
    k = momentum(ev)
    print(f"Hydrogen, photon energy {ev:.0f} eV:")
    print(f"  k = {k:.4f} a.u., eta = {1/k:.5f}")
    print(f"  exact = {exact(ev):.4e} Mb, Born = {born(ev):.4e} Mb")
    print(f"  exact/Born = {ratio(ev):.4f}, "
          f"exp(-pi eta) = {math.exp(-math.pi/k):.4f}")
    print(f"  local logarithmic slope = {slope(ev):.4f}")
print(f"Coefficient of eta^2 in ln(exact/Born): {C2:.4f}")
density1 = waves[1000.0, 1][2]
overlap1 = math.exp(-4 * eta1 * math.atan(1 / eta1))
print(f"1 keV: density factor near nucleus = {density1:.4f}")
print(f"1 keV: overlap factor = {overlap1:.4f}")
print(f"1 keV: product, exact/plane-wave velocity = "
      f"{density1 * overlap1:.4f}")
assert abs(density1*overlap1*plane[1000.0][1]/waves[1000.0, 1][0]-1) < 3e-5
print(f"1 keV: plane-wave velocity form = {plane[1000.0][1]:.4e} Mb")
print(f"1 keV: plane-wave length form = {plane[1000.0][0]:.4e} Mb")
print(f"1 keV: plane-wave length/velocity = "
      f"{plane[1000.0][0] / plane[1000.0][1]:.4f}")
print(f"1 keV: Born overestimate = {100*(1/ratio(1000.0)-1):.1f} %")
extrap = exact(1000.0) * 10**-3.5
print(f"1 to 10 keV by -7/2 power: {extrap:.4e} Mb")
print(f"Extrapolated/exact at 10 keV: {extrap / exact(10000.0):.4f}")
print(f"Z=10, 10 keV: eta = {10 / momentum(10000.0, 10):.5f}")
print(f"Z=10, 10 keV: exact = {exact(10000.0, 10):.4e} Mb")
print(f"Z=10, 10 keV: exact/Born = {ratio(10000.0, 10):.4f}")
print(f"Ratio 0.90 at photon energy {e90/1e3:.2f} keV, k/(mc) = {p90:.3f}")
print(f"Ratio 0.99 formally at {e99/1e3:.0f} keV, k/(mc) = {p99:.3f}")
print(f"Electron rest energy: "
      f"{const.m_e * const.c**2 / const.e / 1e3:.1f} keV")
print(f"Oscillator strength: discrete {discrete:.5f}, "
      f"continuum {continuum:.5f}")
print(f"Largest relative deviation, radial integration: {worst:.1e}")
print("success")
```

It prints:

```
Hydrogen ionisation energy, fixed nucleus: 13.6057 eV
Threshold cross section, formula: 6.3043 Mb
Threshold cross section, quadrature: 6.3043 Mb
Born law continued to threshold: 54.782 Mb
Ratio exact/Born at threshold: 0.1151
Logarithmic slope at threshold: -2.6667
Hydrogen, photon energy 20 eV:
  k = 0.6855 a.u., eta = 1.45869
  exact = 2.2120e+00 Mb, Born = 1.4225e+01 Mb
  exact/Born = 0.1555, exp(-pi eta) = 0.0102
  local logarithmic slope = -2.7703
Hydrogen, photon energy 100 eV:
  k = 2.5199 a.u., eta = 0.39684
  exact = 1.9351e-02 Mb, Born = 5.0893e-02 Mb
  exact/Born = 0.3802, exp(-pi eta) = 0.2874
  local logarithmic slope = -3.0890
Hydrogen, photon energy 1000 eV:
  k = 8.5146 a.u., eta = 0.11745
  exact = 1.1415e-05 Mb, Born = 1.6094e-05 Mb
  exact/Born = 0.7093, exp(-pi eta) = 0.6914
  local logarithmic slope = -3.3387
Hydrogen, photon energy 10000 eV:
  k = 27.0922 a.u., eta = 0.03691
  exact = 4.5435e-09 Mb, Born = 5.0893e-09 Mb
  exact/Born = 0.8928, exp(-pi eta) = 0.8905
  local logarithmic slope = -3.4445
Coefficient of eta^2 in ln(exact/Born): 1.8551
1 keV: density factor near nucleus = 1.4334
1 keV: overlap factor = 0.5051
1 keV: product, exact/plane-wave velocity = 0.7240
1 keV: plane-wave velocity form = 1.5766e-05 Mb
1 keV: plane-wave length form = 6.3066e-05 Mb
1 keV: plane-wave length/velocity = 4.0000
1 keV: Born overestimate = 41.0 %
1 to 10 keV by -7/2 power: 3.6098e-09 Mb
Extrapolated/exact at 10 keV: 0.7945
Z=10, 10 keV: eta = 0.39684
Z=10, 10 keV: exact = 1.9351e-04 Mb
Z=10, 10 keV: exact/Born = 0.3802
Ratio 0.90 at photon energy 11.63 keV, k/(mc) = 0.213
Ratio 0.99 formally at 1324 keV, k/(mc) = 2.277
Electron rest energy: 511.0 keV
Oscillator strength: discrete 0.56500, continuum 0.43500
Largest relative deviation, radial integration: 8.0e-08
success
```
